\section*{Reciprocal-field oxide lifetime from anode holes and its two tunnelling exponents, part 1}

(Sections cited here and not found follow in the second part.)

\section{The lifetime law and the electron current}

\subsection{Theorem}

A silicon dioxide film between two silicon electrodes carries a constant field of magnitude $E$. Electrons tunnel in from the cathode, cross the film and create hot holes in the anode. Some of these holes tunnel back into the oxide and produce defects. Under the assumptions below, the time to breakdown is
\begin{equation}
t_{\rm BD}=\frac{Q_p}{\alpha_0 A E^2}\,
\exp\!\left(\frac{B+H}{E}\right),
\label{law}
\end{equation}
with
\begin{equation}
B=\frac43\sqrt{2m}\,\Phi^{3/2},\qquad
H=\frac43\sqrt{2m_h}\,\Phi_p^{3/2},\qquad
A=\frac{1}{16\pi^2\Phi}.
\label{constants}
\end{equation}
The local slope on a plot of $\ln t_{\rm BD}$ against $1/E$ is
\begin{equation}
\frac{d\ln t_{\rm BD}}{d(1/E)}=B+H+2E .
\label{slope}
\end{equation}

The constant $B$ comes from electrons entering the oxide at the cathode, and $H$ from hot holes entering it at the anode. The simpler form $t=\tau_0\exp(G/E)$, with constant $\tau_0$ and $G$, is an approximation to \eqref{law} over a limited range of field, because the factor $E^{-2}$ also varies.

The algebra uses atomic units, in which $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ equal one. Thus $E$ is also the magnitude of the force on an electron, and $m$ and $m_h$ are the oxide tunnelling masses of electrons and holes in units of the free-electron mass. The barrier $\Phi$ is the height of the oxide conduction edge above the cathode Fermi level, at the cathode interface. The barrier $\Phi_p$ is what remains for a hot hole at the anode. $Q_p$ is the injected hole charge per area at which the film breaks down, and $\alpha_0$ is the number of hot holes offered to the anode barrier per arriving electron.

The assumptions are as follows.
\begin{enumerate}
\item The defect density depends on the injected hole charge alone and increases with it. Breakdown occurs at a fixed defect density.
\item The field is uniform and constant in time; charge trapped during stress does not alter it.
\item Both carriers meet triangular barriers and have parabolic, isotropic oxide bands. Each carrier leaves its barrier inside the film.
\item The cathode is cold and degenerate, with occupied states throughout the range of energy and transverse momentum that contributes to the current. Transverse momentum is conserved.
\item The hot holes have one energy $\varepsilon_h$ and negligible transverse momentum. Neither $\varepsilon_h$ nor $\alpha_0$ depends on field.
\item Transmission is taken as its semiclassical exponential with unit prefactor, and the electron current is kept to leading order in $E/B$.
\end{enumerate}

The proof has three parts: the damage condition, the electron current, and the hole return. The first two are treated in this section.

\subsection{Lemma 1: the damage condition}

Let $J$ be the magnitude of the electron current density and $\alpha$ the number of holes injected into the oxide per electron. Under assumptions 1 and 2,
\begin{equation}
t_{\rm BD}=\frac{Q_p}{\alpha J}.
\label{damage}
\end{equation}

\emph{Proof.} The hole charge injected up to time $t$ is
\begin{equation}
q(t)=\int_0^t \alpha J\,dt'.
\end{equation}
Write the defect density as $N=f(q)$, with $f$ continuous and strictly increasing. If the critical density $N_c$ lies within the range of $f$, it is reached at one value of the charge, $Q_p=f^{-1}(N_c)$. At constant stress $\alpha J$ does not depend on time, so $q(t)=\alpha Jt$. Setting $q=Q_p$ gives \eqref{damage}. $\square$

The proof does not need defects to be produced in proportion to charge. A saturating or accelerating $f$ gives the same field dependence, provided that $N_c$ is reached and that $f$ and $N_c$ are the same at all fields compared. If the damage done by one hole depended on field, $Q_p$ would depend on field too, and its logarithmic derivative would add to \eqref{slope}.

\subsection{Lemma 2: transmission of a triangular barrier}

Consider a carrier of mass $m$ that meets a barrier of height $\phi$ at $x=0$, lowered linearly to $\phi-Ex$ inside the oxide. Its transmission varies as
\begin{equation}
T(\phi)\simeq \exp\!\left(-\frac{b\,\phi^{3/2}}{E}\right),
\qquad b=\frac43\sqrt{2m},
\label{wkb}
\end{equation}
up to a prefactor that does not depend on field at leading order.

\emph{Semiclassical proof.} In the barrier the decay constant of the amplitude is $\kappa(x)=\sqrt{2m(\phi-Ex)}$. The carrier emerges where $\kappa=0$, at $x=\phi/E$. Probability is the square of amplitude, which supplies a factor two in the exponent:
\begin{align}
2\int_0^{\phi/E}\kappa\,dx
&=2\sqrt{2m}\int_0^{\phi/E}(\phi-Ex)^{1/2}dx \nonumber\\
&=\frac{2\sqrt{2m}}{E}\int_0^\phi y^{1/2}dy
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3E}.
\end{align}
The substitution was $y=\phi-Ex$, with $dx=-dy/E$; the minus sign reverses the limits. $\square$

\emph{The prefactor.} The triangular barrier can also be solved without the semiclassical approximation. The wave equation in the oxide is
\begin{equation}
\psi''(x)=2m(\phi-Ex)\psi(x).
\end{equation}
Set $a=(2mE)^{1/3}$ and $z=a(\phi/E-x)$. Since $d^2/dx^2=a^2d^2/dz^2$ and $2m(\phi-Ex)=2mE\,z/a=a^2z$, this becomes Airy's equation, $d^2\psi/dz^2=z\psi$.

Beyond the barrier $z$ is negative. With $\xi=\frac23|z|^{3/2}$, the functions ${\rm Ai}$ and ${\rm Bi}$ there approach $\pi^{-1/2}|z|^{-1/4}$ times $\sin(\xi+\pi/4)$ and $\cos(\xi+\pi/4)$. The combination
\begin{equation}
\psi={\rm Bi}(z)+i\,{\rm Ai}(z)
\end{equation}
therefore approaches a multiple of $e^{i\xi}$. As $\xi$ increases with $x$, this is a wave travelling away from the electrode. Its flux follows from $d/dx=-a\,d/dz$ and the Wronskian ${\rm Ai}\,{\rm Bi}'-{\rm Ai}'{\rm Bi}=1/\pi$:
\begin{equation}
\frac1m{\rm Im}(\psi^*\psi')
=-\frac am({\rm Bi}\,{\rm Ai}'-{\rm Ai}\,{\rm Bi}')
=\frac{a}{\pi m}.
\end{equation}

In the electrode the carrier has mass $m_c$ and normal wave number $k$. Let $I$ and $R$ be the incident and reflected amplitudes. Continuity of $\psi$ and of $\psi'/m$ at the interface gives
\begin{equation}
I+R=\psi(0),\qquad
\frac{ik}{m_c}(I-R)=\frac{\psi'(0)}m .
\end{equation}
Multiplying the second equation by $m_c/(ik)$, adding the first and dividing by two yields
\begin{equation}
I=\frac12\left[\psi(0)+\frac{m_c}{ikm}\psi'(0)\right].
\end{equation}

Let $z_0=a\phi/E$ and $\zeta=\frac23z_0^{3/2}$. For an opaque barrier $z_0$ is large, ${\rm Ai}(z_0)$ is negligible, and
\begin{equation}
{\rm Bi}(z_0)\simeq\frac{e^\zeta}{\sqrt\pi z_0^{1/4}},\qquad
{\rm Bi}'(z_0)\simeq\sqrt{z_0}\,{\rm Bi}(z_0).
\end{equation}
Hence $\psi'(0)\simeq-\kappa_0\psi(0)$, where $\kappa_0=a\sqrt{z_0}=\sqrt{2m\phi}$. Define $v_k=k/m_c$ and $v_\kappa=\kappa_0/m$. The two terms in $I$ are out of phase by a quarter cycle, so their squared magnitudes add:
\begin{equation}
|I|^2\simeq\frac{e^{2\zeta}}{4\pi\sqrt{z_0}}
\left(1+\frac{v_\kappa^2}{v_k^2}\right).
\end{equation}
Dividing the transmitted flux $a/(\pi m)$ by the incident flux $v_k|I|^2$, and using $a\sqrt{z_0}/m=v_\kappa$, gives
\begin{equation}
T\simeq P e^{-2\zeta},\qquad
P=\frac{4v_kv_\kappa}{v_k^2+v_\kappa^2}.
\label{prefactor}
\end{equation}
Since $a^{3/2}=\sqrt{2mE}$, the exponent is $2\zeta=\frac43a^{3/2}(\phi/E)^{3/2}=b\phi^{3/2}/E$, in agreement with \eqref{wkb}. The interface factor $P$ contains no field. It cannot exceed two, because $2v_kv_\kappa\le v_k^2+v_\kappa^2$. Assumption 6 sets it to one, which changes the magnitude of the lifetime but not the leading field dependence.

\subsection{Lemma 3: the Fowler--Nordheim current}

To leading order in $E/B$, the cold degenerate cathode supplies
\begin{equation}
J=A E^2e^{-B/E},\qquad A=\frac1{16\pi^2\Phi}.
\label{fn}
\end{equation}

\emph{Proof.} Label a cathode state by its depth $u\ge0$ below the Fermi level and its transverse wave vector $\mathbf k_t$. Including two spins, the current is
\begin{equation}
J=\frac{2}{(2\pi)^3}\int d^2k_t\int dk_x\,v_xT
=\frac{1}{4\pi^3}\int d^2k_t\int_0^\infty du\,T .
\end{equation}
The second form uses $v_xdk_x=d\varepsilon$ at fixed $\mathbf k_t$, where $\varepsilon$ is the total energy. The cathode mass has disappeared from the integrand. The upper limit may be extended to infinity because deep states contribute exponentially little.

Transverse momentum is conserved, so in the oxide an energy $w=k_t^2/(2m)$ is bound in motion parallel to the interface and does not help the electron through the barrier. The barrier seen by normal motion is therefore
\begin{equation}
\phi=\Phi+u+w .
\end{equation}
The area element is $d^2k_t=2\pi k_tdk_t=2\pi m\,dw$. Consequently
\begin{equation}
J=\frac{m}{2\pi^2}\int_0^\infty dw\int_0^\infty du\,
T(\Phi+u+w).
\end{equation}
The integrand depends on the sum $s=u+w$ alone. At fixed $s$, $w$ runs from zero to $s$, which gives a weight $s$:
\begin{equation}
J=\frac m{2\pi^2}\int_0^\infty s\,T(\Phi+s)\,ds .
\label{ssum}
\end{equation}

The contributing values of $s$ are small compared with $\Phi$. Expanding the exponent to first order,
\begin{equation}
\frac{b(\Phi+s)^{3/2}}E\simeq\frac BE+cs,\qquad
c=\frac{3b\Phi^{1/2}}{2E}=\frac{2\sqrt{2m\Phi}}E .
\end{equation}
Since $\int_0^\infty s e^{-cs}ds=1/c^2$ and $c^2=8m\Phi/E^2$,
\begin{equation}
J=\frac{m}{2\pi^2c^2}e^{-B/E}
=\frac{E^2}{16\pi^2\Phi}e^{-B/E}.
\end{equation}
This is \eqref{fn}. $\square$

The factor $E^2$ measures how many states contribute: both $u$ and $w$ extend over an energy of order $1/c$, proportional to $E$. The oxide mass cancels from $A$ because the same mass limits the transverse spread and sets the decay rate. With general units and $\Phi$ expressed as an energy, $A=e^3/(16\pi^2\hbar\Phi)$ and $B=4\sqrt{2m}\,\Phi^{3/2}/(3e\hbar)$.

\emph{First correction.} The second-order term of $(\Phi+s)^{3/2}$ is $\frac38s^2\Phi^{-1/2}$. Because $b=2cE/(3\Phi^{1/2})$, it adds $cs^2/(4\Phi)$ to the exponent. Expanding the exponential of this small term and averaging with weight $se^{-cs}$ gives
\begin{equation}
\frac{\delta J}{J}=-\frac{c}{4\Phi}
\frac{\int_0^\infty s^3e^{-cs}ds}{\int_0^\infty se^{-cs}ds}
=-\frac{c}{4\Phi}\frac6{c^2}
=-\frac3{2c\Phi}=-\frac EB .
\label{correction}
\end{equation}
The last equality follows from $c\Phi=3B/(2E)$. The correction is relative to \eqref{fn} with the same unit transmission prefactor. It shows that the approximation improves as the field falls, as long as the barrier remains triangular.

That last condition is $\Phi/E<d$ for a film of thickness $d$. If it fails, the electron reaches the anode while still under the barrier. The integral of $2\kappa$ then stops at $d$, and the exponent becomes
\begin{equation}
\frac bE\left[\Phi^{3/2}-(\Phi-Ed)^{3/2}\right]
\longrightarrow \frac32b\Phi^{1/2}d
\qquad(E\to0).
\end{equation}
It approaches a constant instead of growing as $1/E$. The reciprocal-field law therefore cannot be continued to arbitrarily low fields in a film of finite thickness.

\section{The hole contribution and the projected lifetime}

\subsection{Quantities carried forward}

The field magnitude is $E$, the film thickness $d$, and the electron barrier $\Phi$. The first section established
\begin{equation}
t_{\rm BD}=\frac{Q_p}{\alpha J},\qquad
J=AE^2e^{-B/E},\qquad A=\frac1{16\pi^2\Phi},
\label{restate}
\end{equation}
where $Q_p$ is the critical hole charge, $\alpha$ the number of injected holes per electron, and $B=\frac43\sqrt{2m}\Phi^{3/2}$. A triangular barrier of height $\phi$ transmits as $\exp(-b\phi^{3/2}/E)$, with $b=\frac43\sqrt{2m}$. Its field-independent interface factor $P$ is set to one. Atomic units remain in use in the algebra.

\subsection{Lemma 4: the energy of the hot hole}

Let an electron arrive at energy $W$ above the conduction edge of the anode, whose gap is $E_g$ and whose valence band is full. It can create a hole at depth $\varepsilon_h$ below the valence edge only if
\begin{equation}
W\ge E_g+\varepsilon_h .
\label{balance}
\end{equation}

\emph{Proof.} The arriving electron can fall at most to the conduction edge, releasing $W$. Lifting a valence electron from depth $\varepsilon_h$ to the conduction edge costs at least $\varepsilon_h+E_g$. Energy conservation gives \eqref{balance}. $\square$

Take both electrodes to have their Fermi levels at the conduction edge. An electron starting at the cathode Fermi level then has at most $W=V$, where $V=Ed$ is the oxide voltage expressed as an energy per electron. This process therefore requires
\begin{equation}
V\ge E_g+\varepsilon_h .
\label{threshold}
\end{equation}
Condition \eqref{threshold} is a limit on the use of the law that $B$ and $H$ do not reveal. It holds for these idealised electrodes only. In a p-type or inverted anode, free holes provide empty states near the valence edge, so a deep hole can be made without paying the gap and the threshold is lower.

This part has established the damage condition, the electron tunnelling current and the least energy an electron needs to create a hot hole. It remains to find the fraction of holes that return to the oxide, complete the proof of the lifetime law, and test its projection to lower field on a 10 nm film.
